# Why a growth spiral's turns lie near 19 critical radii apart: verification in Python

```python
"""Spacing of a growth spiral whose step speed depends on curvature.

Result under test: a step pinned at one end, with normal speed
v = v0*(1 - rc*kappa), rotates rigidly at one selected rate omega, and its
turns approach the spacing 2*pi*rc/Omega (near 19 rc), not 4*pi*rc.

Symbols: rc critical radius, v0 speed of a straight step, kappa curvature,
Omega = omega*rc/v0, r distance from the centre in units of rc,
chi angle between step and radius, phi winding angle (tan chi = r dphi/dr),
beta step energy per length, dmu driving force per atom, s area per atom.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

R_MATCH = 2.0


def linear_law(speed):
    """Curvature (units 1/rc) of a step that moves at the given speed."""
    return 1.0 - speed


def branch(Omega, start, law, strain, core, grid=None):
    """Integrate (chi, phi) from the centre or from far away to R_MATCH."""
    def slope(r, y):
        c, sn = np.cos(y[0]), np.sin(y[0])
        kappa = law(Omega * r * c) - strain / (r**2 + core**2)
        return [(kappa - sn / r) / c, sn / (c * r)]
    if start < R_MATCH:
        chi0 = 0.5 * start * (1.0 - strain / core**2)
    else:
        chi0 = np.arccos((1.0 - 1.0 / start) / (Omega * start))
    sol = solve_ivp(slope, (start, R_MATCH), [chi0, 0.0], method="LSODA",
                    rtol=1e-10, atol=1e-12, t_eval=grid)
    assert sol.success
    return sol


def selected_rate(law=linear_law, strain=0.0, core=1.0):
    def mismatch(Omega):
        inner = branch(Omega, 1e-4, law, strain, core).y[0, -1]
        outer = branch(Omega, 40.0, law, strain, core).y[0, -1]
        return inner - outer
    return brentq(mismatch, 0.24, 0.42, xtol=1e-12)


Omega = selected_rate()
spacing = 2 * np.pi / Omega

# Second road: which way does the curve started at the centre fail?


def exit_of_curve(rate):
    """Return (True if chi reaches pi/2, False if chi returns to 0; radius)."""
    def along(s, y):
        r, chi = y
        return [np.cos(chi), 1 - np.sin(chi) / r - rate * r * np.cos(chi)]

    def turns_back(s, y):
        return y[1] - np.pi / 2

    def falls_to_zero(s, y):
        return y[1]
    turns_back.terminal = falls_to_zero.terminal = True
    turns_back.direction, falls_to_zero.direction = 1, -1
    s0 = 1e-3
    sol = solve_ivp(along, (s0, 300.0), [s0, s0 / 2 - rate * s0**2 / 3],
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    events=[turns_back, falls_to_zero])
    assert sol.status == 1
    return len(sol.t_events[0]) > 0, sol.y[0, -1]


over, radius_zero_rate = exit_of_curve(0.0)
assert over and abs(radius_zero_rate - 2.0) < 1e-5
for trial in np.linspace(0.05, 4 / np.pi, 14):
    assert exit_of_curve(trial)[0] == (trial < Omega)
low, high = 0.0, 4 / np.pi
for _ in range(30):
    middle = 0.5 * (low + high)
    if exit_of_curve(middle)[0]:
        low = middle
    else:
        high = middle
Omega_bisect = 0.5 * (low + high)
assert abs(Omega_bisect - Omega) < 1e-6
assert 18.5 < spacing < 19.5

# Whole spiral on a uniform radial grid, from the centre to 300 rc.
step = 0.02
inner = branch(Omega, 1e-4, linear_law, 0.0, 1.0, np.linspace(0.02, 2.0, 100))
outer = branch(Omega, 300.0, linear_law, 0.0, 1.0,
               np.linspace(300.0, 2.0, 14901))
r = np.concatenate([inner.t, outer.t[::-1][1:]])
chi = np.concatenate([inner.y[0], outer.y[0, ::-1][1:]])
phi_out = outer.y[1, ::-1] - outer.y[1, -1] + inner.y[1, -1]
phi = np.concatenate([inner.y[1], phi_out[1:]])

# Speed law checked in Cartesian coordinates, with no polar formula.
x, y = r * np.cos(-phi), r * np.sin(-phi)
dx, dy = np.gradient(x, step), np.gradient(y, step)
ddx, ddy = np.gradient(dx, step), np.gradient(dy, step)
length = np.hypot(dx, dy)
kappa = -(dx * ddy - dy * ddx) / length**3
normal_speed = Omega * (-y * (-dy) + x * dx) / length
inside = (r > 0.1) & (r < 40)
law_error = np.max(np.abs(normal_speed - (1 - kappa))[inside])
assert law_error < 1e-3

# Expansions near the centre and far away.
i_near, i_far = np.argmin(abs(r - 0.1)), np.argmin(abs(r - 100))
rn, rf = r[i_near], r[i_far]
assert abs(np.sin(chi[i_near]) - (rn / 2 - Omega * rn**2 / 3)) < 1e-5
winding = np.tan(chi[i_far]) / rf / Omega
assert abs(winding - (1 + 1 / rf + (1 - 0.5 / Omega**2) / rf**2)) < 3e-5
turn_radius = np.interp(2 * np.pi * np.arange(1, 16), phi, r)
gaps = np.diff(turn_radius)
r_mid = 0.5 * (turn_radius[-1] + turn_radius[-2])
assert abs(gaps[-1] / spacing - (1 - 1 / r_mid)) < 1e-3

# The Archimedean curve r = 2*theta: curvature and speeds.
t = sp.symbols("t", positive=True)
ax, ay = 2 * t * sp.cos(t), 2 * t * sp.sin(t)
vx, vy = sp.diff(ax, t), sp.diff(ay, t)
speed2 = sp.simplify(vx**2 + vy**2)
arch_kappa = sp.simplify(vx * sp.diff(vy, t) - vy * sp.diff(vx, t)) \
    / speed2**sp.Rational(3, 2)
assert sp.simplify(arch_kappa.subs(t, 0) - 1) == 0
arch_needed = float(1 - arch_kappa.subs(t, 1))
arch_actual = float((0.5 * (ax * vx + ay * vy) / sp.sqrt(speed2)).subs(t, 1))
assert arch_actual > 1.2 * arch_needed

# Third road: let a pinned step move in time and measure its rotation.


def moving_step_rate(start_winding, anisotropy=0.0, h=0.05, R=10.0, T=80.0):
    """Mean rotation rate over the last full turn.

    Step energy varies as 1 + anisotropy*cos(3*angle); the stiffness
    (energy plus second derivative) then varies as 1 - 8*anisotropy*cos.
    """
    n = int(round(R / h))
    centre = (np.arange(n) + 0.5) * h
    face = np.arange(1, n + 1) * h

    def rate(time, theta):
        g = np.diff(theta) / h
        g = np.append(g, g[-1])
        flux = -face**2 * g / np.sqrt(1 + (face * g)**2)
        curv = np.diff(flux, prepend=0.0) / (centre * h)
        tilt = centre * 0.5 * (g + np.append(g[0], g[:-1]))
        normal = theta + np.arctan(tilt) + np.pi / 2
        stiff = 1 - 8 * anisotropy * np.cos(3 * normal)
        return (1 - stiff * curv) * np.sqrt(1 + tilt**2) / centre

    sol = solve_ivp(rate, (0, T), -start_winding * centre, method="LSODA",
                    lband=1, uband=1, rtol=1e-7, atol=1e-8,
                    t_eval=np.linspace(0, T, 1601))
    assert sol.success
    angle = sol.y[int(1.0 / h)]
    t_before = np.interp(angle[-1] - 2 * np.pi, angle, sol.t)
    return 2 * np.pi / (T - t_before)


rate_tight = moving_step_rate(0.5)
rate_loose = moving_step_rate(0.1)
assert abs(rate_tight / Omega - 1) < 3e-3
assert abs(rate_loose / Omega - 1) < 3e-3

# Worked example: slow epitaxy on Si(111); rough or chosen inputs.
eV, nm = const.e, 1e-9
T_growth = 1200.0          # K
beta = 0.2                 # eV/nm
dmu = 0.5e-3               # eV per atom
v0 = 500.0                 # nm/s
shear = 60e9 * nm**3 / eV  # eV/nm^3, from a rough 60 GPa
core_nm = 0.4              # nm, cut-off of the strain field
attach_length = 5000.0     # nm, D/k
aniso = 0.02
a_si = const.physical_constants["lattice parameter of silicon"][0] / nm
height = a_si / np.sqrt(3)
s = np.sqrt(3) / 4 * (a_si / np.sqrt(2))**2
atom_volume = s * height
kT = const.k * T_growth / eV
rc = beta * s / dmu
barrier = np.pi * beta * rc

island = minimize_scalar(
    lambda q: -(2 * np.pi * q * beta - np.pi * q**2 * dmu / s),
    bounds=(0.1, 200), method="bounded", options={"xatol": 1e-7})
assert abs(island.x / rc - 1) < 1e-5
assert abs(-island.fun / barrier - 1) < 1e-8

lam = spacing * rc
arch_lam = 4 * np.pi * rc
period = lam / v0
growth = height / period * 60
slope_deg = np.degrees(np.arctan(height / lam))

# Neglected effect: full exponential Gibbs-Thomson law.
drive = dmu / kT


def exponential_law(speed):
    return np.log(np.exp(drive) - speed * np.expm1(drive)) / drive


shift_exp = 100 * (Omega / selected_rate(law=exponential_law) - 1)

# Neglected effect: strain energy of the screw component.
strain_nm2 = shear * height**2 * atom_volume / (8 * np.pi**2)  # eV nm^2
strain_at_rc = strain_nm2 / rc**2 / dmu
Omega_strain = selected_rate(strain=strain_at_rc, core=core_nm / rc)
shift_strain = 100 * (Omega / Omega_strain - 1)
assert shift_strain > 0

# Neglected effect: threefold anisotropy of the step energy.
shift_aniso = 100 * (rate_tight / moving_step_rate(0.5, aniso) - 1)

# Neglected effect: depletion across a terrace, tested on a solved terrace.
n, D, k, width = 400, 1.0, 0.3, 2.0
h = width / n
matrix = (np.diag(np.full(n, 2 * D / h)) - np.diag(np.full(n - 1, D / h), 1)
          - np.diag(np.full(n - 1, D / h), -1))
edge = 1 / (1 / k + h / (2 * D))
matrix[0, 0] = matrix[-1, -1] = D / h + edge
excess = np.linalg.solve(matrix, np.full(n, h))
at_step = edge * excess[0] / k
assert abs((excess.max() - at_step) / at_step - k * width / (4 * D)) < 1e-3
depletion = 100 * lam / (4 * attach_length)

# Neglected effect: thermal wandering, tested by a Langevin simulation
# in units with v0*rc = 1 and kT/beta = 1, from a straight step.
rng = np.random.default_rng(7)
cell, dt, t_end = 0.5, 0.0125, 5.0
u = np.zeros(65536)
for _ in range(int(round(t_end / dt))):
    bend = np.roll(u, 1) + np.roll(u, -1) - 2 * u
    u += dt * bend / cell**2
    u += np.sqrt(2 * dt / cell) * rng.standard_normal(u.size)
variance_sim = np.mean(u**2)
variance_formula = np.sqrt(2 * t_end / np.pi)
assert abs(variance_sim / variance_formula - 1) < 0.08  # sampling error
wander_core = np.sqrt(kT / beta * np.sqrt(2 * rc * rc / np.pi))
wander_turn = np.sqrt(kT / beta * np.sqrt(2 * rc * lam / np.pi))

print(f"Omega, matching: {Omega:.6f}")
print(f"Omega, bisection: {Omega_bisect:.6f}")
print(f"Omega, moving step, tight start: {rate_tight:.5f}")
print(f"Omega, moving step, loose start: {rate_loose:.5f}")
print(f"asymptotic spacing: {spacing:.3f} rc")
print(f"Archimedean spacing: {4 * np.pi:.3f} rc")
print(f"ratio of spacings: {spacing / (4 * np.pi):.4f}")
print(f"largest speed-law error: {law_error:.1e} v0")
print(f"Archimedean, r = 2 rc, rotation speed: {arch_actual:.3f} v0")
print(f"Archimedean, r = 2 rc, speed by law: {arch_needed:.3f} v0")
for j in range(4):
    print(f"radius after turn {j + 1}: {turn_radius[j]:.2f} rc")
print(f"gap, turns 1 to 2: {gaps[0]:.2f} rc")
print(f"gap, turns 3 to 4: {gaps[2]:.2f} rc")
print(f"gap, turns 14 to 15: {gaps[-1]:.2f} rc")
print(f"temperature: {T_growth:.0f} K")
print(f"kT: {kT:.4f} eV")
print(f"step energy beta: {beta:.2f} eV/nm")
print(f"driving force: {dmu * 1e3:.2f} meV per atom")
print(f"driving force / kT: {drive:.5f}")
print(f"straight-step speed v0: {v0:.0f} nm/s")
print(f"area per atom s: {s:.5f} nm2")
print(f"step height: {height:.4f} nm")
print(f"critical radius rc: {rc:.2f} nm")
print(f"spiral spacing: {lam:.1f} nm")
print(f"Archimedean spacing: {arch_lam:.1f} nm")
print(f"rotation period: {period:.3f} s")
print(f"growth rate: {growth:.2f} nm/min")
print(f"hillock slope: {slope_deg:.4f} degrees")
print(f"exponential law, spacing shift: {shift_exp:+.3f} %")
print(f"shear modulus: {shear * eV / nm**3 / 1e9:.0f} GPa")
print(f"strain core cut-off: {core_nm:.1f} nm")
print(f"strain energy at rc / driving force: {strain_at_rc:.4f}")
print(f"strain, spacing shift: {shift_strain:+.2f} %")
print(f"step-energy anisotropy: {100 * aniso:.0f} %")
print(f"stiffness anisotropy: {800 * aniso:.0f} %")
print(f"anisotropy, spacing shift: {shift_aniso:+.2f} %")
print(f"attachment length D/k: {attach_length:.0f} nm")
print(f"terrace depletion: {depletion:.2f} %")
print(f"nucleation barrier: {barrier:.2f} eV")
print(f"nucleation barrier / kT: {barrier / kT:.0f}")
print(f"wandering in time rc/v0: {wander_core:.2f} nm")
print(f"wandering in one turn: {wander_turn:.2f} nm")
print(f"kT/(beta rc): {kT / (beta * rc):.4f}")
print(f"Langevin variance / formula: {variance_sim / variance_formula:.3f}")
print("all tests passed")
```

Printed output:

```
Omega, matching: 0.330958
Omega, bisection: 0.330958
Omega, moving step, tight start: 0.33098
Omega, moving step, loose start: 0.33098
asymptotic spacing: 18.985 rc
Archimedean spacing: 12.566 rc
ratio of spacings: 1.5108
largest speed-law error: 8.1e-05 v0
Archimedean, r = 2 rc, rotation speed: 0.707 v0
Archimedean, r = 2 rc, speed by law: 0.470 v0
radius after turn 1: 17.01 rc
radius after turn 2: 35.36 rc
radius after turn 3: 53.96 rc
radius after turn 4: 72.66 rc
gap, turns 1 to 2: 18.35 rc
gap, turns 3 to 4: 18.70 rc
gap, turns 14 to 15: 18.92 rc
temperature: 1200 K
kT: 0.1034 eV
step energy beta: 0.20 eV/nm
driving force: 0.50 meV per atom
driving force / kT: 0.00484
straight-step speed v0: 500 nm/s
area per atom s: 0.06386 nm2
step height: 0.3136 nm
critical radius rc: 25.54 nm
spiral spacing: 485.0 nm
Archimedean spacing: 321.0 nm
rotation period: 0.970 s
growth rate: 19.40 nm/min
hillock slope: 0.0370 degrees
exponential law, spacing shift: -0.108 %
shear modulus: 60 GPa
strain core cut-off: 0.4 nm
strain energy at rc / driving force: 0.0286
strain, spacing shift: +7.48 %
step-energy anisotropy: 2 %
stiffness anisotropy: 16 %
anisotropy, spacing shift: -0.13 %
attachment length D/k: 5000 nm
terrace depletion: 2.42 %
nucleation barrier: 16.05 eV
nucleation barrier / kT: 155
wandering in time rc/v0: 3.25 nm
wandering in one turn: 6.78 nm
kT/(beta rc): 0.0202
Langevin variance / formula: 0.999
all tests passed
```
